# The singles–triples term and the energy formula of CCSD(T): test program

```python
# Result under test (real canonical Hartree-Fock spin-orbitals):
#   E(T) = E[T] + E_ST = (1/36) sum_ijkabc  tc * D * (tc + td)
#   D*tc = P(i/jk)P(a/bc)[sum_e t_jk^ae <ei||bc> - sum_m t_im^bc <ma||jk>]
#   D*td = P(i/jk)P(a/bc) t_i^a <jk||bc>
# i,j,k,m occupied; a,b,c,e virtual; D = e_i+e_j+e_k-e_a-e_b-e_c;
# P(i/jk) f(ijk) = f(ijk) - f(jik) - f(kji); tc, td: connected and
# disconnected triples; t_i^a, t_ij^ab: CCSD singles and doubles.
# Independent road: operator matrices in the full determinant space.
# Model: 4 electrons on a 5-site chain, energies in hartree (Eh).
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
n_sites, n_elec = 5, 4
n_so, n_vir = 2 * n_sites, 2 * n_sites - n_elec
hopping, repulsion = 0.2, 0.3
site_energy = np.array([0.0, 0.1, -0.1, 0.05, -0.05])

# ---------- restricted Hartree-Fock ----------
h_site = np.diag(site_energy)
for p in range(n_sites - 1):
    h_site[p, p + 1] = h_site[p + 1, p] = -hopping
pos = np.arange(n_sites)
W_site = repulsion / (1.0 + abs(pos[:, None] - pos[None, :]))


def fock_matrix(rho):
    return h_site + np.diag(W_site @ np.diag(rho)) - 0.5 * rho * W_site


rho = np.eye(n_sites) * n_elec / n_sites
for _ in range(5000):
    eps, orb = np.linalg.eigh(fock_matrix(rho))
    rho_new = 2 * orb[:, :n_elec // 2] @ orb[:, :n_elec // 2].T
    change = abs(rho_new - rho).max()
    rho = 0.5 * rho + 0.5 * rho_new
    if change < 1e-14:
        break
eps, orb = np.linalg.eigh(fock_matrix(rho))
assert change < 1e-12 and eps[n_elec // 2] - eps[n_elec // 2 - 1] > 0.05
e_hf = 0.5 * np.sum(rho * (h_site + fock_matrix(rho)))

# ---------- spin-orbital integrals; index = 2*orbital + spin ----------
h_so = np.kron(orb.T @ h_site @ orb, np.eye(2))
eri = np.einsum("xp,xq,xy,yr,ys->pqrs", orb, orb, W_site, orb, orb,
                optimize=True)
space, spin = np.arange(n_so) // 2, np.arange(n_so) % 2
same = (spin[:, None] == spin[None, :]).astype(float)
chem = eri[np.ix_(space, space, space, space)]
chem = chem * same[:, :, None, None] * same[None, None, :, :]
coul = chem.transpose(0, 2, 1, 3)
g = coul - coul.transpose(0, 1, 3, 2)          # <pq||rs>
e_so = eps[space]
o, v = slice(0, n_elec), slice(n_elec, n_so)


# ---------- determinant space and Hamiltonian matrix ----------
def determinants(n):
    return [sum(1 << p for p in c) for c in combinations(range(n_so), n)]


def lowering(p, upper, lower):
    row = {d: k for k, d in enumerate(lower)}
    m = np.zeros((len(lower), len(upper)))
    for col, d in enumerate(upper):
        if (d >> p) & 1:
            below = bin(d & ((1 << p) - 1)).count("1")
            m[row[d ^ (1 << p)], col] = (-1) ** below
    return m


dets4, dets3, dets2 = (determinants(n) for n in (4, 3, 2))
A = np.array([lowering(p, dets4, dets3) for p in range(n_so)])
A_low = [lowering(p, dets3, dets2) for p in range(n_so)]
pairs = list(combinations(range(n_so), 2))
B = np.array([A_low[s] @ A[r] for r, s in pairs])
G = np.array([[g[p, q, r, s] for r, s in pairs] for p, q in pairs])
H = np.tensordot(A, np.tensordot(h_so, A, 1), ([0, 1], [0, 1]))
H += np.tensordot(B, np.tensordot(G, B, 1), ([0, 1], [0, 1]))
n_det = len(dets4)
ref = np.zeros(n_det)
ref[0] = 1.0
assert abs(ref @ H @ ref - e_hf) < 1e-11
F = np.diag([sum(e_so[p] for p in range(n_so) if (d >> p) & 1)
             for d in dets4]) - np.eye(n_det) * e_so[o].sum()
V = H - e_hf * np.eye(n_det) - F

# ---------- excitation operators ----------
X1 = {(i, a): A[a].T @ A[i] for i in range(n_elec)
      for a in range(n_elec, n_so)}
labels, ops = [], []
for rank in (1, 2, 3):
    for occ in combinations(range(n_elec), rank):
        for vir in combinations(range(n_elec, n_so), rank):
            m = np.eye(n_det)
            for i, a in zip(occ, vir):
                m = m @ X1[i, a]
            labels.append((occ, vir))
            ops.append(m)
X = np.array(ops)
R = X[:, :, 0].T                               # excited determinants
ranks = np.array([len(q[0]) for q in labels])
den = np.array([sum(e_so[list(q[0])]) - sum(e_so[list(q[1])])
                for q in labels])
S, Dbl, Tri = ranks == 1, ranks == 2, ranks == 3


def matrix(t):
    return np.tensordot(t, X, 1)


def exp_apply(T, vec):
    total, term = vec.copy(), vec
    for k in range(1, n_elec + 1):
        term = T @ term / k
        total = total + term
    return total


def solve_cc(active):
    t = np.zeros(len(labels))
    for _ in range(400):
        T = matrix(t)
        image = exp_apply(-T, V @ exp_apply(T, ref))
        new = np.where(active, R.T @ image / den, 0.0)
        step = abs(new - t).max()
        t = new
        if step < 1e-14:
            break
    T = matrix(t)
    image = exp_apply(-T, (F + V) @ exp_apply(T, ref))
    assert abs((R.T @ image)[active]).max() < 1e-11
    return t, image[0]


# ---------- tensor formulas ----------
def tensors(t):
    t1 = np.zeros((n_elec, n_vir))
    t2 = np.zeros((n_elec, n_elec, n_vir, n_vir))
    for x, (occ, vir) in zip(t, labels):
        q = [a - n_elec for a in vir]
        if len(occ) == 1:
            t1[occ[0], q[0]] = x
        elif len(occ) == 2:
            i, j = occ
            a, b = q
            t2[i, j, a, b] = t2[j, i, b, a] = x
            t2[j, i, a, b] = t2[i, j, b, a] = -x
    return t1, t2


def PP(f):
    f = f - f.transpose(1, 0, 2, 3, 4, 5) - f.transpose(2, 1, 0, 3, 4, 5)
    return f - f.transpose(0, 1, 2, 4, 3, 5) - f.transpose(0, 1, 2, 5, 4, 3)


def connected_bracket(t2):
    return (np.einsum("jkae,eibc->ijkabc", t2, g[v, o, v, v])
            - np.einsum("imbc,majk->ijkabc", t2, g[o, v, o, o]))


def disconnected_bracket(t1):
    return np.einsum("ia,jkbc->ijkabc", t1, g[o, o, v, v])


eo, ev = e_so[o], e_so[v]
D3 = ((eo[:, None, None] + eo[None, :, None] + eo)[:, :, :, None, None, None]
      - (ev[:, None, None] + ev[None, :, None] + ev)[None, None, None])


def unique(f):
    return np.array([f[q[0] + tuple(a - n_elec for a in q[1])]
                     for q in labels if len(q[0]) == 3])


# ---------- converged CCSD, CCSDT, full diagonalization ----------
t_sd, e_ccsd = solve_cc(~Tri)
t_sdt, e_ccsdt = solve_cc(np.ones(len(labels), bool))
values, states = np.linalg.eigh(H)
root = np.argmax(abs(states[0]))
e_full = values[root] - e_hf

t1, t2 = tensors(t_sd)
pair_energy = 0.25 * np.einsum("ijab,ijab", g[o, o, v, v], t2)
pair_energy += 0.5 * np.einsum("ijab,ia,jb", g[o, o, v, v], t1, t1)
assert abs(pair_energy - e_ccsd) < 1e-11
bc, bd = connected_bracket(t2), disconnected_bracket(t1)
Nc, Nd = PP(bc), PP(bd)
tc, td = Nc / D3, Nd / D3
e_T4 = np.sum(tc * D3 * tc) / 36
e_ST = np.sum(tc * D3 * td) / 36
e_paren = np.sum(tc * D3 * (tc + td)) / 36

# Triples amplitudes and energies from operator matrices.
single_vec, double_vec = R[:, S] @ t_sd[S], R[:, Dbl] @ t_sd[Dbl]
num_c = R[:, Tri].T @ V @ double_vec
num_d = R[:, Tri].T @ V @ single_vec
triple_vec = R[:, Tri] @ (num_c / den[Tri])
assert np.allclose(num_c, unique(Nc), atol=1e-11, rtol=0)
assert np.allclose(num_d, unique(Nd), atol=1e-11, rtol=0)
assert abs(double_vec @ V @ triple_vec - e_T4) < 1e-11
assert abs(single_vec @ V @ triple_vec - e_ST) < 1e-11
assert abs((single_vec + double_vec) @ V @ triple_vec - e_paren) < 1e-11
quarter_form = 0.25 * np.einsum("ia,jkbc,ijkabc", t1, g[o, o, v, v], tc)
assert abs(quarter_form - e_ST) < 1e-11

# ---------- coupled-cluster equations order by order in V ----------
n_ord = 5


def exp_series(mats, vecs, sign):
    total, term = [x.copy() for x in vecs], vecs
    for k in range(1, n_elec + 1):
        new = []
        for n in range(n_ord):
            x = np.zeros(n_det)
            for m in range(1, n + 1):
                x += mats[m] @ term[n - m]
            new.append(sign * x / k)
        term = new
        total = [x + y for x, y in zip(total, term)]
    return total


def transformed(t):
    mats = [matrix(x) for x in t]
    start = [ref] + [np.zeros(n_det) for _ in range(n_ord - 1)]
    ket = exp_series(mats, start, 1)
    return exp_series(mats, [V @ x for x in ket], -1)


def cc_series(with_triples, triples_in_singles=True):
    t = np.zeros((n_ord, len(labels)))
    for n in range(1, n_ord):
        r = R.T @ transformed(t)[n - 1]
        if not triples_in_singles:
            cut = np.where(Tri, 0.0, t)
            r[S] = (R.T @ transformed(cut)[n - 1])[S]
        if not with_triples:
            r[Tri] = 0.0
        t[n] = r / den
    energy = [0.0] + [x[0] for x in transformed(t)]
    return t, np.array(energy)                 # energy[n] is order n


ser_sd, en_sd = cc_series(False)
ser_sdt, en_sdt = cc_series(True)
_, en_cut = cc_series(True, triples_in_singles=False)
assert np.all(abs(ser_sdt[1][S | Tri]) < 1e-11)
t1_second, t2_second = tensors(ser_sd[2])
_, t2_first = tensors(ser_sd[1])
N_first = PP(connected_bracket(t2_first))
N_second = PP(connected_bracket(t2_second))
pt4 = np.sum(N_first ** 2 / D3) / 36
pt5_ST = np.sum(N_first * PP(disconnected_bracket(t1_second)) / D3) / 36
pt5_DT = np.sum(N_first * N_second / D3) / 36
T2m = matrix(np.where(Dbl, ser_sd[1], 0.0))
tri2 = R[:, Tri] @ ser_sdt[2][Tri]
pt5_TT = tri2 @ V @ tri2
double_commutator = V @ T2m @ T2m - 2 * T2m @ V @ T2m + T2m @ T2m @ V
pt5_TQ = 0.5 * tri2 @ double_commutator @ ref
gain4, gain5 = en_sdt[4] - en_sd[4], en_sdt[5] - en_sd[5]
isolated_ST = en_sdt[5] - en_cut[5]
assert np.allclose(en_sdt[:4], en_sd[:4], atol=1e-12, rtol=0)
assert abs(gain4 - pt4) < 1e-12
assert abs(en_sdt[4] - en_cut[4]) < 1e-12
assert abs(pt5_ST) > 1e-9 and abs(isolated_ST - pt5_ST) < 1e-12
assert abs(gain5 - (pt5_ST + 2 * pt5_DT + pt5_TT + pt5_TQ)) < 1e-12

# ---------- one triple excitation written out ----------
triples = [q for q in labels if len(q[0]) == 3]
pick = np.argmax(np.round(abs(unique(Nc * td)), 12))
occ, vir = triples[pick]
vi = tuple(a - n_elec for a in vir)
perms = [(0, 1, 2), (1, 0, 2), (2, 1, 0)]
signs = [1, -1, -1]


def nine_terms(f):
    return np.array([[sp * sq * f[tuple(occ[x] for x in p)
                                  + tuple(vi[x] for x in q)]
                      for q, sq in zip(perms, signs)]
                     for p, sp in zip(perms, signs)])


def name(p):
    return str(p // 2 + 1) + ("up" if p % 2 == 0 else "dn")


tab_c, tab_d = nine_terms(bc), nine_terms(bd)
el = occ + vi
assert abs(tab_c.sum() - num_c[pick]) < 1e-11
assert abs(tab_d.sum() - num_d[pick]) < 1e-11
r_, c_ = np.unravel_index(np.argmax(np.round(abs(tab_d), 12)), (3, 3))
io, jo, ko = (occ[x] for x in perms[r_])
av, bv, cv = (vir[x] for x in perms[c_])


def show(text, value, unit="mEh", scale=1000.0, digits=6):
    print(f"{text}: {value * scale:.{digits}f} {unit}")


print("sites, electrons, determinants (count):", n_sites, n_elec, n_det)
print(f"hopping magnitude, on-site repulsion U: {hopping}, {repulsion} Eh")
print("site energies (Eh):", site_energy)
print("orbital energies (Eh):", np.round(eps, 6))
show("Hartree-Fock energy", e_hf, "Eh", 1.0, 8)
print(f"largest |t_i^a| (dimensionless): {abs(t1).max():.6f}")
print(f"largest |t_ij^ab| (dimensionless): {abs(t2).max():.6f}")
show("CCSD correlation energy", e_ccsd)
show("E[T], converged CCSD amplitudes", e_T4)
show("E_ST, converged CCSD amplitudes", e_ST)
show("E(T), combined formula", e_paren)
show("E(T), converted", e_paren, "meV", 1000 * HARTREE_EV)
show("CCSD+[T] correlation energy", e_ccsd + e_T4)
show("CCSD(T) correlation energy", e_ccsd + e_paren)
show("CCSDT correlation energy", e_ccsdt)
show("full diagonalization correlation energy", e_full)
show("CCSD minus full diagonalization", e_ccsd - e_full)
show("CCSD+[T] minus full diagonalization", e_ccsd + e_T4 - e_full)
show("CCSD(T) minus full diagonalization", e_ccsd + e_paren - e_full)
show("CCSDT minus full diagonalization", e_ccsdt - e_full)
show("order 4, CCSDT minus CCSD", gain4)
show("order 4, triples formula", pt4)
show("order 5, effect of T3 in singles equation", isolated_ST)
show("order 5, E_ST formula", pt5_ST)
show("order 5, 2*E_DT", 2 * pt5_DT)
show("order 5, E_TT", pt5_TT)
show("order 5, E_TQ", pt5_TQ)
show("order 5, CCSDT minus CCSD", gain5)
print("chosen triple i,j,k -> a,b,c:", *[name(p) for p in occ], "->",
      *[name(p) for p in vir])
show("its denominator D", D3[el], "Eh", 1.0)
print("nine signed terms: rows ijk,jik,kji; columns abc,bac,cba")
for title, tab in (("connected", tab_c), ("disconnected", tab_d)):
    for row in tab:
        print(f"{title} (mEh):", " ".join(f"{1000*x:.6f}" for x in row))
show("sum of connected terms, D*tc", tab_c.sum())
show("sum of disconnected terms, D*td", tab_d.sum())
print(f"tc, td (dimensionless): {tc[el]:.8f}, {td[el]:.8f}")
show("its energy share D*tc*(tc+td)", D3[el] * tc[el] * (tc[el] + td[el]))
print("largest disconnected term: single", name(io), "->", name(av),
      "; pair", name(jo), name(ko), "->", name(bv), name(cv))
print(f"its single amplitude (dimensionless): {t1[io, av-n_elec]:.8f}")
show("its integral <jk||bc>", g[jo, ko, bv, cv])
print(f"its sign from P P (dimensionless): {signs[r_] * signs[c_]}")
print("done: every assertion held")
```

Running it gives:

```
sites, electrons, determinants (count): 5 4 210
hopping magnitude, on-site repulsion U: 0.2, 0.3 Eh
site energies (Eh): [ 0.    0.1  -0.1   0.05 -0.05]
orbital energies (Eh): [0.042634 0.202023 0.442423 0.76072  0.911771]
Hartree-Fock energy: -0.29005612 Eh
largest |t_i^a| (dimensionless): 0.010343
largest |t_ij^ab| (dimensionless): 0.158340
CCSD correlation energy: -17.158113 mEh
E[T], converged CCSD amplitudes: -0.023585 mEh
E_ST, converged CCSD amplitudes: -0.000951 mEh
E(T), combined formula: -0.024536 mEh
E(T), converted: -0.667661 meV
CCSD+[T] correlation energy: -17.181698 mEh
CCSD(T) correlation energy: -17.182649 mEh
CCSDT correlation energy: -17.188626 mEh
full diagonalization correlation energy: -17.189670 mEh
CCSD minus full diagonalization: 0.031557 mEh
CCSD+[T] minus full diagonalization: 0.007972 mEh
CCSD(T) minus full diagonalization: 0.007021 mEh
CCSDT minus full diagonalization: 0.001044 mEh
order 4, CCSDT minus CCSD: -0.010917 mEh
order 4, triples formula: -0.010917 mEh
order 5, effect of T3 in singles equation: -0.000330 mEh
order 5, E_ST formula: -0.000330 mEh
order 5, 2*E_DT: -0.008307 mEh
order 5, E_TT: -0.001729 mEh
order 5, E_TQ: -0.000785 mEh
order 5, CCSDT minus CCSD: -0.011151 mEh
chosen triple i,j,k -> a,b,c: 1up 1dn 2up -> 3up 4up 5dn
its denominator D: -1.827623 Eh
nine signed terms: rows ijk,jik,kji; columns abc,bac,cba
connected (mEh): -1.091573 -0.415282 0.000406
connected (mEh): -0.090774 -0.219524 0.000000
connected (mEh): -1.588798 0.904018 0.085594
disconnected (mEh): -0.179742 0.002564 -0.000000
disconnected (mEh): -0.000000 0.000000 0.011991
disconnected (mEh): 0.005045 -0.099194 0.000000
sum of connected terms, D*tc: -2.415935 mEh
sum of disconnected terms, D*td: -0.259336 mEh
tc, td (dimensionless): 0.00132190, 0.00014190
its energy share D*tc*(tc+td): -0.003536 mEh
largest disconnected term: single 1up -> 3up ; pair 1dn 2up -> 4up 5dn
its single amplitude (dimensionless): 0.01034302
its integral <jk||bc>: -17.378083 mEh
its sign from P P (dimensionless): 1
done: every assertion held
```
